# Mean Excitation Energy Is Not the Mean Loss per Collision

A simulation that follows a fast proton through a thin silicon layer collision by collision needs a free path between energy losses. The stopping power, the energy lost per unit length, is usually at hand. Dividing a mean loss per collision by it gives the free path, and the question is which energy to divide. Tables for silicon offer a "mean excitation energy" of roughly 170 eV. For the 3 MeV proton treated below, that choice gives a free path of 8.4 nm, while the same model of the target, worked through, gives 2.8 nm. In a 10 nm membrane the first value lets 30 % of the protons through without an electronic collision, the second only about 3 %.

## The belief and its appeal

The belief is that the mean excitation energy $I$ is the energy a fast ion gives up, on average, when it excites or ionizes the target. The name says nearly that. $I$ is an energy, it is an average over the target's excitation energies, and it is the one property of the target, besides the number of electrons, in the Bethe stopping formula. In atomic hydrogen it is 15.0 eV, a believable size for one collision.

What the name leaves out is the weighting. An average loss per collision weights each excitation energy by the probability of that excitation. $I$ weights the logarithm of the energy by the dipole oscillator strength, which is a property of the target's response to light and does not contain the ion's speed.

## Counting collisions and weighing them

Hartree atomic units are used in the derivation. The projectile is a bare charge $z$ of speed $v$, much heavier than an electron. The speed is nonrelativistic but well above the orbital speeds of the target electrons, and $z/v\ll1$, so the first Born approximation applies. The target has $Z$ electrons and excitation energies $W_n$; sums over $n$ include the continuum and leave out the ground state. Elastic collisions with nuclei are not counted.

The Coulomb interaction transfers momentum $\mathbf q$ with matrix element $(4\pi z/q^2)F_n(\mathbf q)$, where $F_n=\langle n|\rho|0\rangle$ and $\rho=\sum_j e^{i\mathbf q\cdot\mathbf r_j}$. Fermi's golden rule, divided by the incident flux $v$, gives

$$\sigma_n=\frac{2\pi}{v}\int\frac{d^3q}{(2\pi)^3}\left(\frac{4\pi z}{q^2}\right)^2|F_n|^2\,\delta(W_n-\mathbf q\cdot\mathbf v).$$

The projectile's recoil energy is dropped because of its large mass. For a target without preferred direction, the angular integral of the delta function gives $2\pi/(qv)$ if $q\ge W_n/v$ and zero otherwise. Collecting factors,

$$d\sigma_n=\frac{8\pi z^2}{v^2}|F_n(q)|^2\frac{dq}{q^3}.$$

With the generalized oscillator strength $f_n(q)=2W_n|F_n(q)|^2/q^2$ this becomes

$$d\sigma_n=\frac{4\pi z^2}{v^2}\,\frac{f_n(q)}{W_n}\,\frac{dq}{q},\qquad q\ge\frac{W_n}{v}.$$

As $q\to0$, $f_n(q)$ becomes the dipole oscillator strength $f_n$.

Two sums can now be formed. The total inelastic cross section $\sigma=\sum_n\sigma_n$ counts collisions. The stopping cross section $S=\sum_nW_n\sigma_n$ weighs each by its energy. The mean loss per inelastic collision is

$$w=\frac{\sum_nW_n\sigma_n}{\sum_n\sigma_n}=\frac{S}{\sigma}.$$

The weight $W_n$ in $S$ cancels the $1/W_n$ in $d\sigma_n$. In $\sigma$ that factor survives and favours small losses.

## Where I comes from

The stopping sum needs the total strength at fixed $q$. Since $W_nF_n=\langle n|[H,\rho]|0\rangle$,

$$\sum_nW_n|F_n|^2=\langle\rho^\dagger[H,\rho]\rangle=\tfrac12\langle[\rho^\dagger,[H,\rho]]\rangle .$$

The second equality averages the expression with its equal partner at $-\mathbf q$. For a local potential, the kinetic energy alone fails to commute with $\rho$:

$$[H,\rho]=\sum_je^{i\mathbf q\cdot\mathbf r_j}\left(\mathbf q\cdot\mathbf p_j+\tfrac12q^2\right).$$

Because $[e^{-i\mathbf q\cdot\mathbf r},\mathbf q\cdot\mathbf p]=q^2e^{-i\mathbf q\cdot\mathbf r}$, the double commutator is $Zq^2$. Hence $\sum_nW_n|F_n|^2=Zq^2/2$, and

$$\sum_nf_n(q)=Z\quad\text{at every }q .$$

Now choose a dividing momentum $q_0$, small compared with the inverse orbital size but large compared with $W_n/v$ for the important excitations. A high speed makes room for such a choice. Below $q_0$ the dipole strengths apply, and state $n$ contributes from its own threshold $W_n/v$:

$$\sum_nf_n\int_{W_n/v}^{q_0}\frac{dq}{q}=\sum_nf_n\ln\frac{q_0v}{W_n}.$$

Above $q_0$ the sum rule replaces the strengths by $Z$. At large $q$ the struck electron recoils almost freely with $W\simeq q^2/2$, and the condition $W\le qv$ then requires $q\le2v$. This part gives $Z\ln(2v/q_0)$. Adding the two,

$$\sum_nf_n\ln\frac{q_0v}{W_n}+Z\ln\frac{2v}{q_0}=Z\ln(2v^2)-\sum_nf_n\ln W_n ,$$

where $q_0$ has dropped out. With the definition

$$\ln I=\frac{1}{Z}\sum_nf_n\ln W_n$$

the result is the Bethe formula,

$$S=\frac{4\pi z^2Z}{v^2}\ln\frac{2v^2}{I}.$$

So $I$ enters through the lower limits of the momentum integrals. Each excitation has a smallest momentum transfer $W_n/v$, and $I/v$ is the geometric mean of these thresholds, weighted by dipole strength. Nothing in this step counts collisions.

The logarithm also makes $S$ insensitive to $I$: a small relative change $\delta I/I$ produces a relative change $\delta S/S=-(\delta I/I)/\ln(2v^2/I)$. If $I$ were the loss per collision at a fixed collision rate, $S$ would instead rise in proportion to it. In the Bethe formula a larger $I$ lowers the stopping.

## What the collision count contains

The same division at $q_0$ gives for the count

$$\frac{v^2\sigma}{4\pi z^2}=\sum_n\frac{f_n}{W_n}\ln\frac{q_0v}{W_n}+\int_{q_0}^{\infty}\sum_n|F_n|^2\,\frac{2\,dq}{q^3}.$$

The upper limit may be infinite at leading order, because $\sum_n|F_n|^2$ tends to $Z$ at large $q$ and the integral converges. Hard collisions are too rare to add a logarithm of $v$ to the count. They do add one to $S$, since each carries an energy of about $q^2/2$.

With $A=\sum_nf_n/W_n$ and a constant $B$ independent of speed,

$$w=\frac{Z\ln(2v^2/I)}{\tfrac12A\ln v^2+B}\;\longrightarrow\;\frac{2Z}{A}.$$

The limit is twice the harmonic mean $W_h=Z/A$ of the dipole spectrum. It is approached as slowly as $1/\ln v^2$ vanishes, and it belongs to the nonrelativistic formula, which fails before the logarithm becomes very large.

There is no fixed order between this limit and $I$. The logarithm is concave, so the average of $\ln(1/W)$ cannot exceed the logarithm of the average of $1/W$; this gives $1/I\le1/W_h$, or $W_h\le I$. The same argument applied to $W$ puts $I$ at or below the arithmetic mean. But $2W_h$ may lie on either side of $I$. If all the strength sits at one energy, then $W_h=I$ and the limit is $2I$. If the spectrum is broad, $W_h$ can fall below $I/2$, and the limit lies below $I$.

## Hydrogen: the mean loss exceeds I

For hydrogen the constant can be found in closed form. Since $f_n=2W_n|\langle n|x|0\rangle|^2$ for the dipole component along $x$, completeness gives $A=2\langle x^2\rangle=2$. At finite $q$, completeness gives $\sum_n|F_n|^2=1-F_0^2$, with the ground-state form factor $F_0=(1+q^2/4)^{-2}$. Put $u=q^2/4$, so that $2\,dq/q^3=du/(4u^2)$. Integration by parts gives, for small $u_0=q_0^2/4$,

$$\frac14\int_{u_0}^{\infty}\frac{1-(1+u)^{-4}}{u^2}du
=1+\int_{u_0}^{\infty}\frac{du}{u(1+u)^5}.$$

The boundary term is 1 because $1-(1+u_0)^{-4}\simeq4u_0$. For the remaining integral use

$$\frac1{u(1+u)^5}=\frac1u-\frac1{1+u}-\sum_{k=2}^{5}\frac1{(1+u)^k}.$$

It equals $-\ln u_0-(1+\tfrac12+\tfrac13+\tfrac14)=-\ln u_0-\tfrac{25}{12}$. The high-$q$ part is therefore $2\ln2-2\ln q_0-\tfrac{13}{12}$. The low-$q$ part is $2\ln q_0+\ln v^2-2\langle\ln W\rangle_{-1}$, where the average has weights $f_n/W_n$. Again $q_0$ cancels:

$$\sigma=\frac{4\pi z^2}{v^2}\left[\ln v^2-2\langle\ln W\rangle_{-1}+2\ln2-\frac{13}{12}\right].$$

Summing hydrogen's analytic dipole spectrum over bound states, and integrating numerically over the continuum, gives $\langle\ln W\rangle_{-1}=-0.766$ and $I=15.0$ eV. The harmonic and arithmetic means are 13.6 and 18.1 eV, so all three dipole averages lie close together.

A 3 MeV proton has $v=10.96$ and $\ln v^2=4.79$. The bracket is $4.788+1.533+1.386-1.083=6.624$, and the Bethe logarithm is 6.08. Their ratio is 0.918 hartree, or 25.0 eV. Numerical quadrature of the full Born expressions over energy and momentum transfer, with the analytic hydrogen strengths, gives 24.95 eV. The mean loss is well above $I$. At $v=40$ the same quadrature gives 25.6 eV, still short of the limiting 27.2 eV, while $I$ has not moved.

## A silicon-like solid: the mean loss falls below I

A solid has weakly bound valence electrons and deep shells together. A simple model shows the consequence. Shell $k$ has $f_k$ electrons and one resonance energy $W_k<2v^2$. For $q^2/2<W_k$ it absorbs $W_k$; for larger $q$ an electron recoils freely with energy $q^2/2$. All the shell's strength lies at the one allowed energy, so the sum rule holds at every $q$.

The soft part runs from $q=W_k/v$ to $\sqrt{2W_k}$, the hard part from there to $2v$. For stopping, the two logarithms add:

$$\ln\frac{v\sqrt{2W_k}}{W_k}+\ln\frac{2v}{\sqrt{2W_k}}=\ln\frac{2v^2}{W_k}\equiv L_k .$$

For the count, the soft part is divided by $W_k$ and the hard part by $q^2/2$:

$$\frac1{W_k}\ln\frac{v\sqrt{2W_k}}{W_k}+\int_{\sqrt{2W_k}}^{2v}\frac{2\,dq}{q^3}
=\frac{L_k}{2W_k}+\frac1{2W_k}-\frac1{4v^2}.$$

Hence

$$S=\frac{4\pi z^2}{v^2}\sum_kf_kL_k,\qquad
\sigma=\frac{2\pi z^2}{v^2}\sum_kf_k\left[\frac{L_k+1}{W_k}-\frac1{2v^2}\right].$$

The target has 50 atoms per nm³. Its four valence electrons per atom resonate at the free-electron plasmon energy $\sqrt{4\pi n_{\rm val}}$, where $n_{\rm val}$ is their number density; this is 16.6 eV. Eight L electrons are placed at 250 eV and two K electrons at 4000 eV, round values chosen to put $I$ near silicon's rough 170 eV:

$$\ln\frac{I}{1\ \text{eV}}=\frac{4\ln16.6+8\ln250+2\ln4000}{14}=5.143,\qquad I=171\ \text{eV}.$$

For 3 MeV protons $2v^2$ is 6535 eV. The logarithms $L_k$ are 5.98, 3.26 and 0.49 for the valence, L and K shells, so

$$\sum_kf_kL_k=23.9+26.1+1.0=51.0 .$$

In the count, the valence shell gives $4(6.98)/16.6=1.68$ eV⁻¹, the L shell $8(4.26)/250=0.136$ eV⁻¹ and the K shell 0.001 eV⁻¹. The last term subtracts $14/6535=0.002$ eV⁻¹. The mean loss is

$$w=\frac{2\times51.0}{1.815\ \text{eV}^{-1}}=56\ \text{eV},$$

one third of $I$. Multiplying $S$ by the atom density gives a stopping power of 20.3 eV/nm, hence a free path of $56.2/20.3=2.76$ nm.

The distribution explains the gap. Soft valence excitations of 16.6 eV make up $4(5.98)/16.6=1.44$ of the total 1.815, or 79 % of collisions. Losses above $I$ occur in 8.7 % of collisions but carry 67 % of the energy. These shares follow from the same integrals: all L and K collisions lie above $I$, together with the valence recoils for which $q^2/2>I$. Neither $I$ nor $w$ is a typical single loss here.

The high-speed limit for this target is 102 eV, also below $I$. At 3 MeV the mean is only about half of that, because the two logarithms are still different. The stopping average of $L_k$ is 3.64, whereas the average of $L_k+1$ in the count, weighted by $f_k/W_k$, is about 6.6 and is dominated by the valence shell. The ratio $3.64/6.6$ accounts for the reduction.

## Same I, same stopping, different collisions

A direct refutation keeps the ion, the density, $Z$ and $I$ fixed and changes the spectrum. Put all 14 electrons at one resonance, $W=I=171$ eV. The stopping logarithm remains 3.64 and $S$ is unchanged, but

$$w=\frac{2(3.642)(171.2\ \text{eV})}{3.642+1-171.2/6535}=270\ \text{eV}.$$

Two targets with identical $I$ and identical stopping thus have mean losses of 56 and 270 eV. No function of $I$, $Z$ and $v$ can return both. Even with a single resonance, where every dipole average equals $I$, the mean loss is not $I$, because hard recoils add larger losses.

The membrane shows what is at stake. Over 10 nm the mean energy loss is 203 eV under either reading, since the stopping power is held fixed. The mean number of collisions is $10/2.76=3.62$. If collisions occur independently along a straight path, the chance of none is $e^{-3.62}=2.7\,\%$. Taking $I$ as the mean loss gives $10/8.42=1.19$ collisions and a chance of 30 %. Both readings give the same average energy loss, because the stopping power is held fixed. They differ in the number of collisions, and so in the share of protons that cross the membrane without losing energy to electrons.

## How far the numbers reach

Protons of a few MeV are used to place defects deep in silicon power devices. The model's density, valence resonance and $I$ are close to those of silicon. Its inner shells are cruder: real L and K absorption begins at roughly 100 eV and 1.8 keV and spreads upward, whereas the model puts each shell at one higher energy. The shares of collisions and energy above $I$ therefore belong to the model: in real silicon, L-shell losses between about 100 eV and $I$ fall below the dividing line, which lowers both shares. A real 10 nm membrane also has surface excitations and usually an oxide, neither included. The model also assumes random impact, which can fail in a crystal: a beam aligned with a crystal axis can be channelled, with stopping reduced to very roughly half. The numbers here are for a beam direction that avoids channelling.

The mean loss depends directly on the valence resonance. Raising it by 10 %, with the other shells fixed, raises $w$ by 9.7 %, while $S$ falls by $4\ln1.1/51.0=0.7\,\%$. The sharp switch from resonance to free recoil can be judged on hydrogen: applying the shell formulas to each part of its dipole spectrum below $2v^2$ gives a mean loss 8.5 % below the full Born value. This suggests that the sharp switch makes the 56 eV too low by an amount of order 10 %. The valence electrons of a solid point the same way: their plasmon rises in energy with $q$ and has a width, which the model ignores. Describing them by the Lindhard–Mermin dielectric function of an electron gas at the same density, with plasmon widths from 0.5 to 3.5 eV, lowers their collision count by 11 to 15 %. The mean loss becomes 62 to 64 eV, the free path 3.1 to 3.2 nm, and the chance of crossing 10 nm without a collision about 4 % rather than 2.7 %. This narrows the gap to $I$ but comes nowhere near closing it. Neither estimate tests the crude inner shells.

Corrections to the stopping power are smaller:

- Relativistic kinematics, with the logarithm replaced by $\ln(2c^2\beta^2\gamma^2/I)-\beta^2$, where $\beta=v/c$ and $\gamma=(1-\beta^2)^{-1/2}$, and with the slightly lower relativistic speed in the prefactor $1/v^2$, adds 0.35 %: the prefactor gives $+0.48$ % and the logarithm $-0.13$ %.
- The leading Bloch term, $-1.202\,z^2/v^2$ added to the logarithm, removes 0.27 %.
- The Barkas effect, the dependence on the sign of $z$, adds about 1 %. This estimate integrates classical oscillator trajectories for both signs, for the valence and L shells and impact parameters above $1/v$.
- Orbital motion in the L shell removes about 3 %. This scales hydrogen's small shortfall from the Bethe logarithm by the squared orbital speed, taken from Slater's screening rules.
- The K shell, close to its threshold in this model, supplies 1.9 % of the stopping; switching it off would remove that much from the model's value.

At 3 MeV the division at $q_0$ already has no room for the K shell: the proton's speed, 11 a.u., is below the K orbital speed of about 14 a.u., and only that shell's small share keeps the harm small. At lower speeds the inner shells drop out one by one, the L shell loses its room as well, and the Bethe formula itself fails. Within its range, $I$ is the right input for average energy loss over many collisions. A free path or a collision number needs $\sigma$, which depends on how the oscillator strength is distributed and not only on its logarithmic mean. A thin-layer loss spectrum needs more still: the cross section for each energy loss.
